# Koopmans corrections: when an orbital energy is independent of its own occupation: test program

```python
# Koopmans correction, Hartree atomic units. Spin orbitals phi_i, occupations f_i,
# n_i=|phi_i|^2, rho_i=f_i n_i, E=sum f_i h_ii+E_Hxc[rho], eps_i(s)=<phi_i|h+v_Hxc|phi_i> at f_i=s.
# Pi_i = -int_0^{f_i} eps_i ds + f_i eta_i ;  KI: eta_i = int_0^1 eps_i ds.
# Under test (frozen orbitals): E - int_0^{f_i} eps_i = E[rho-rho_i]; closed form of Pi_i; the
# orbital Hamiltonian H_i; lambda_i=<phi_i|H_i|phi_i>=d(E+sum_j Pi_j)/df_i=eta_i for all f_i if the
# other occupations are integer; failure otherwise; relaxed (Janak) version; screening alpha.
# Example: Be atom, LSDA (Slater+VWN5), cc-pVTZ; varied orbital 2s-up.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, dft, scf
from pyscf.dft import libxc
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
XC = 'LDA,VWN'
mol = gto.M(atom='Be 0 0 0', basis='cc-pvtz', verbose=0)
cation = gto.M(atom='Be 0 0 0', basis='cc-pvtz', charge=1, spin=1, verbose=0)
grids = dft.gen_grid.Grids(mol); grids.atom_grid = (100, 26); grids.prune = None; grids.build()
w = grids.weights; ao = dft.numint.eval_ao(mol, grids.coords); nao = mol.nao
S = mol.intor('int1e_ovlp'); h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
eri = mol.intor('int2e').reshape(nao*nao, nao*nao)
SPIN = [0, 0, 1, 1]          # 1s-up, 2s-up, 1s-down, 2s-down
T = 1                        # target orbital: 2s-up

def library_energy(m, method):
    mf = method(m); mf.xc = XC; mf.grids = grids; mf.chkfile = None
    mf.small_rho_cutoff = 0.0; mf.conv_tol = 1e-11
    return mf.kernel(), mf

def spin_rho(f, C):
    return [sum(f[k]*(ao @ C[k])**2 for k in range(4) if SPIN[k] == s) for s in (0, 1)]

def hxc(f, C, xc=True):      # E_Hxc and potential matrices for both spins
    D = sum(f[k]*np.outer(C[k], C[k]) for k in range(4))
    J = (eri @ D.ravel()).reshape(nao, nao); E = 0.5*np.sum(J*D)
    if not xc:
        return E, [J, J]
    ra, rb = spin_rho(f, C)
    exc, vxc = libxc.eval_xc(XC, (ra, rb), spin=1, deriv=1)[:2]
    return E + np.sum(w*exc*(ra + rb)), [J + ao.T @ (ao*(w*vxc[0][:, s])[:, None]) for s in (0, 1)]

def occ(f, i, x):
    g = np.array(f, float); g[i] = x; return g
def energy(f, C): return sum(f[k]*C[k] @ h @ C[k] for k in range(4)) + hxc(f, C)[0]
def eps(f, C, i): return C[i] @ (h + hxc(f, C)[1][SPIN[i]]) @ C[i]
def integral(fun, upper, n=24):   # s = upper*t^3 absorbs the s^(1/3) behaviour of LSDA
    x, wt = np.polynomial.legendre.leggauss(n); t = 0.5*(x + 1)
    return sum(0.5*a*3*upper*b*b*fun(upper*b**3) for a, b in zip(wt, t))
def int_eps(f, C, i, upper): return integral(lambda s: eps(occ(f, i, s), C, i), upper)
def pi_ki(f, C, i, xc=True):
    Em, Ep = hxc(occ(f, i, 0), C, xc)[0], hxc(occ(f, i, 1), C, xc)[0]
    return Em - hxc(f, C, xc)[0] + f[i]*(Ep - Em)
def e_ki(f, C, alpha=1.0): return energy(f, C) + alpha*sum(pi_ki(f, C, j) for j in range(4))
def e_kipz(f, C): return e_ki(f, C) - sum(f[j]*hxc(occ(np.zeros(4), j, 1), C)[0] for j in range(4))
def e_slater(f, C):
    E = energy(f, C)
    return E + sum(energy(occ(f, j, 0), C) - E + f[j]*eps(occ(f, j, 0.5), C, j) for j in range(4))
def slope(fun, f, C, d=1e-4): return (fun(occ(f, T, f[T]+d), C) - fun(occ(f, T, f[T]-d), C))/(2*d)
def h_ki(f, C, i):           # orbital-dependent KI Hamiltonian with all cross terms
    s = SPIN[i]; V = hxc(f, C)[1][s]; H = h + V
    for j in range(4):
        Em, Vm = hxc(occ(f, j, 0), C); Ep, Vp = hxc(occ(f, j, 1), C)
        if j == i:
            H = H - V + Vp[s] + (Ep - Em - C[i] @ Vp[s] @ C[i])*S
        else:
            H = H + (1 - f[j])*Vm[s] - V + f[j]*Vp[s]
    return H
def lam(f, C): return C[T] @ h_ki(f, C, T) @ C[T]

def relax(fT, F0):           # self-consistent LSDA at occupations (1, fT, 1, 1), Anderson mixing
    f = np.array([1, fT, 1, 1.0]); x = F0.ravel().copy(); X, R = [], []
    for _ in range(200):
        (ea, ca), (eb, cb) = [eigh(0.5*(F + F.T), S) for F in x.reshape(2, nao, nao)]
        C = [ca[:, 0], ca[:, 1], cb[:, 0], cb[:, 1]]
        r = (h + np.array(hxc(f, C)[1])).ravel() - x
        if np.abs(r).max() < 1e-9:
            return energy(f, C), ea[1], C, ca
        X, R = (X + [x])[-6:], (R + [r])[-6:]
        step = 0.7*r
        if len(X) > 1:
            dX, dR = np.diff(X, axis=0).T, np.diff(R, axis=0).T
            step = step - (dX + 0.7*dR) @ np.linalg.lstsq(dR, r, rcond=1e-10)[0]
        x = x + step
    raise RuntimeError('SCF not converged')

E_lib, mf = library_energy(mol, dft.RKS); E_lib_cat = library_energy(cation, dft.UKS)[0]
F0 = np.array([mf.get_fock()]*2)
E1, eps1, C, mo = relax(1.0, F0); E0rel, _, Ccat, _ = relax(0.0, F0)
assert abs(E1 - E_lib) < 1e-7 and abs(E0rel - E_lib_cat) < 1e-7
ones = np.ones(4); nel = np.sum(w*sum(spin_rho(ones, C))); assert abs(nel - 4) < 1e-5
print(f'Be LSDA/cc-pVTZ, basis functions {nao}, electrons on grid {nel:.6f}')
print(f'E(Be) = {E1:.6f} Ha, E(Be+ relaxed) = {E0rel:.6f} Ha')
E0 = energy(occ(ones, T, 0), C); eta = int_eps(ones, C, T, 1.0); hTT = C[T] @ h @ C[T]
dE = hxc(ones, C)[0] - hxc(occ(ones, T, 0), C)[0]
assert abs(eta - (hTT + dE)) < 1e-7
print(f'E(f=0, frozen) = {E0:.6f} Ha, h_22 = {hTT:.6f} Ha, E_Hxc(1)-E_Hxc(0) = {dE:.6f} Ha')
print(f'eta_KI by quadrature = {eta:.6f} Ha, eps(1/2) = {eps(occ(ones, T, .5), C, T):.6f} Ha')
print('frozen, others integer:  f, E(f)-E(0), int eps, eps, Pi, lambda_KI  [Ha]')
for x in (0.1, 0.25, 0.5, 0.75, 1.0):
    f = occ(ones, T, x); I = int_eps(f, C, T, x); e = eps(f, C, T); P = pi_ki(f, C, T); L = lam(f, C)
    assert abs(slope(energy, f, C) - e) < 1e-6          # frozen derivative of E
    assert abs(energy(f, C) - I - E0) < 1e-7            # removing the integral leaves E(0)
    assert abs(P - (-I + x*eta)) < 1e-7                 # definition vs closed form
    assert abs(L - eta) < 1e-7 and abs(slope(e_ki, f, C) - eta) < 1e-7
    print(f'  {x:4.2f} {energy(f, C)-E0:10.6f} {I:10.6f} {e:10.6f} {P:10.6f} {L:10.6f}')
fe = np.array([1, 0.3, 1, 0.0])                         # another orbital empty
assert abs(slope(e_ki, fe, C) - int_eps(fe, C, T, 1.0)) < 1e-7
assert abs(lam(fe, C) - lam(occ(fe, T, 0.9), C)) < 1e-7

ff = np.array([0.8, 0.6, 0.9, 0.5])                     # all fractional
for i in (0, 1):
    assert abs(pi_ki(ff, C, i) - (-int_eps(ff, C, i, ff[i]) + ff[i]*int_eps(ff, C, i, 1.0))) < 1e-7
u = mo @ np.random.default_rng(1).normal(size=nao); u = u/np.sqrt(u @ S @ u) + 0.5*C[T]
psi = np.sqrt(ff[T])*C[T]
def e_of_psi(p):             # unnormalised orbital: rho_T=|p|^2, f_T=<p|p>
    nrm = p @ S @ p; C2 = list(C); C2[T] = p/np.sqrt(nrm)
    return e_ki(occ(ff, T, nrm), C2)
g_fd = (e_of_psi(psi + 1e-4*u) - e_of_psi(psi - 1e-4*u))/2e-4; g_an = 2*u @ h_ki(ff, C, T) @ psi
assert abs(g_fd - g_an) < 1e-6
print(f'gradient at f={ff.tolist()}: finite diff {g_fd:.7f} Ha, 2<u|H|psi> {g_an:.7f} Ha')

n2 = np.outer(C[T], C[T]).ravel(); J = n2 @ eri @ n2
assert abs(pi_ki(ff, C, T, xc=False) - 0.5*ff[T]*(1 - ff[T])*J) < 1e-10
def kernel_u(f):
    fxc = libxc.eval_xc(XC, tuple(spin_rho(f, C)), spin=1, deriv=2)[2][0][:, 0]
    return J + np.sum(w*fxc*(ao @ C[T])**4)
half = occ(ones, T, 0.5); U_half, U_fr = kernel_u(half), kernel_u(ones)
for f, U in ((half, U_half), (ones, U_fr)):
    assert abs(slope(lambda a, b: eps(a, b, T), f, C) - U) < 1e-6
print(f'J_22 = {J:.6f} Ha, U(f=1/2) = {U_half:.6f} Ha, U(f=1) = {U_fr:.6f} Ha')
print(f'Pi(1/2) = {pi_ki(half, C, T):.6f} Ha, U(1/2)/8 = {U_half/8:.6f} Ha, J/8 = {J/8:.6f} Ha')

sic = hxc(occ(np.zeros(4), T, 1), C)[0]
kipz = [slope(e_kipz, occ(ones, T, x), C) for x in (0.1, 0.9)]
assert max(abs(k - (eta - sic)) for k in kipz) < 1e-7
print(f'E_Hxc[n_2] = {sic:.6f} Ha, KIPZ slope at f=0.1, 0.9: {kipz[0]:.6f}, {kipz[1]:.6f} Ha')
frac = [np.array([1, x, 1, 0.5]) for x in (0.1, 0.9)]; lf = [lam(f, C) for f in frac]
assert all(abs(a - slope(e_ki, f, C)) < 1e-6 for a, f in zip(lf, frac)) and abs(lf[0] - lf[1]) > 1e-4
print(f'KI, f(2s-down)=0.5: eta = {int_eps(frac[0], C, T, 1.0):.6f} Ha')
print(f'  lambda at f=0.1, 0.9: {lf[0]:.6f}, {lf[1]:.6f} Ha, drift {lf[1]-lf[0]:.6f} Ha')
ls = [slope(e_slater, occ(ones, T, x), C) for x in (0.1, 0.9)]; assert abs(ls[0] - ls[1]) > 1e-4
print(f'Slater eta, others integer: slope at f=0.1, 0.9: {ls[0]:.6f}, {ls[1]:.6f} Ha, drift {ls[1]-ls[0]:.6f} Ha')

d = 1e-3; Eh, eh = relax(0.5, F0)[:2]
assert abs((relax(0.5+d, F0)[0] - relax(0.5-d, F0)[0])/(2*d) - eh) < 1e-6     # Janak
for x, Ex in ((0.5, Eh), (1.0, E1)):
    I = integral(lambda s: relax(s, F0)[1], x, n=12)
    assert abs(Ex - I - E0rel) < 1e-6
    print(f'relaxed f={x}: E-E(0) = {Ex-E0rel:.6f} Ha, int eps_rel = {I:.6f} Ha')
eta_rel = E1 - E0rel; eta_cat = int_eps(ones, Ccat, T, 1.0)
assert eta + 1e-4 < eta_rel < eta_cat - 1e-4
U_rel = (relax(1+d, F0)[1] - relax(1-d, F0)[1])/(2*d); assert 0 < U_rel < U_fr - 1e-4
alpha = (eta_rel - eps1)/(eta - eps1); assert 0 < alpha < 1
print(f'eps_rel(1/2) = {eh:.6f} Ha, relaxation energy of cation = {E0-E0rel:.6f} Ha')
print(f'eta: neutral orbitals {eta:.6f}, relaxed {eta_rel:.6f}, cation orbitals {eta_cat:.6f} Ha')
print(f'U_rel(f=1) = {U_rel:.5f} Ha, U_rel/U_frozen = {U_rel/U_fr:.4f}, alpha (DeltaSCF) = {alpha:.4f}')
for x in (0.1, 0.5, 1.0):
    f = occ(ones, T, x); sl = slope(lambda a, b: e_ki(a, b, alpha), f, C)
    assert abs(sl - ((1 - alpha)*eps(f, C, T) + alpha*eta)) < 1e-6
    print(f'screened frozen lambda at f={x}: {sl:.6f} Ha')
print(f'-eps_LSDA(1) = {-eps1:.6f} Ha = {-eps1*EV:.3f} eV')
print(f'-lambda_KI (alpha=1) = {-eta:.6f} Ha = {-eta*EV:.3f} eV')
print(f'DeltaSCF ionisation energy = {-eta_rel:.6f} Ha = {-eta_rel*EV:.3f} eV')
print('OK')
```

Printed output:

```
Be LSDA/cc-pVTZ, basis functions 30, electrons on grid 4.000000
E(Be) = -14.446270 Ha, E(Be+ relaxed) = -14.114694 Ha
E(f=0, frozen) = -14.101640 Ha, h_22 = -1.607167 Ha, E_Hxc(1)-E_Hxc(0) = 1.262538 Ha
eta_KI by quadrature = -0.344630 Ha, eps(1/2) = -0.347488 Ha
frozen, others integer:  f, E(f)-E(0), int eps, eps, Pi, lambda_KI  [Ha]
  0.10  -0.046012  -0.046012  -0.449501   0.011549  -0.344630
  0.25  -0.110708  -0.110708  -0.412799   0.024550  -0.344630
  0.50  -0.205849  -0.205849  -0.347488   0.033534  -0.344630
  0.75  -0.284103  -0.284103  -0.278000   0.025631  -0.344630
  1.00  -0.344630  -0.344630  -0.205861   0.000000  -0.344630
gradient at f=[0.8, 0.6, 0.9, 0.5]: finite diff -0.6679556 Ha, 2<u|H|psi> -0.6679556 Ha
J_22 = 0.346743 Ha, U(f=1/2) = 0.270802 Ha, U(f=1) = 0.292500 Ha
Pi(1/2) = 0.033534 Ha, U(1/2)/8 = 0.033850 Ha, J/8 = 0.043343 Ha
E_Hxc[n_2] = 0.003456 Ha, KIPZ slope at f=0.1, 0.9: -0.348086, -0.348086 Ha
KI, f(2s-down)=0.5: eta = -0.506311 Ha
  lambda at f=0.1, 0.9: -0.497539, -0.504196 Ha, drift -0.006657 Ha
Slater eta, others integer: slope at f=0.1, 0.9: -0.329210, -0.340779 Ha, drift -0.011569 Ha
relaxed f=0.5: E-E(0) = -0.197155 Ha, int eps_rel = -0.197155 Ha
relaxed f=1.0: E-E(0) = -0.331575 Ha, int eps_rel = -0.331575 Ha
eps_rel(1/2) = -0.332442 Ha, relaxation energy of cation = 0.013054 Ha
eta: neutral orbitals -0.344630, relaxed -0.331575, cation orbitals -0.313809 Ha
U_rel(f=1) = 0.24774 Ha, U_rel/U_frozen = 0.8470, alpha (DeltaSCF) = 0.9059
screened frozen lambda at f=0.1: -0.354495 Ha
screened frozen lambda at f=0.5: -0.344899 Ha
screened frozen lambda at f=1.0: -0.331575 Ha
-eps_LSDA(1) = 0.205861 Ha = 5.602 eV
-lambda_KI (alpha=1) = 0.344630 Ha = 9.378 eV
DeltaSCF ionisation energy = 0.331575 Ha = 9.023 eV
OK
```
